# Three-band MoS2: parameter count, K levels and the conduction edge

## Problem

In monolayer MoS2 the Mo atoms form a triangular lattice of constant $a$, and each Mo sits at the centre of a trigonal prism of six S atoms. The point group at Mo is $D_{3h}$. Keep three real, orthonormal Mo orbitals, numbered

$$0:\ d_{z^2},\qquad 1:\ d_{xy}\propto\sin2\varphi,\qquad 2:\ d_{x^2-y^2}\propto\cos2\varphi ,$$

and hopping between nearest Mo neighbours. Spin-orbit coupling is left out, and one of the three bands is filled.

(a) How many real parameters does symmetry leave? (b) What are the energies at $K=(4\pi/3a,0)$? (c) Is the $d_{z^2}$ level at $K$ the conduction edge?

Conventions: $E_{ij}(\mathbf R)=\langle i,\mathbf 0|H|j,\mathbf R\rangle$, $H(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}E(\mathbf R)$ and $\mathbf R_1=(a,0)$. The S atoms around a Mo atom project onto the directions 30°, 150° and 270°, so the mirror $x\to-x$ is a symmetry.

## A tempting solution

The Mo lattice looks the same along $\mathbf R$ and $-\mathbf R$, and $d$ orbitals are even under inversion. Hence $E(-\mathbf R)=E(\mathbf R)$. For real orbitals, Hermiticity gives $E(-\mathbf R)=E(\mathbf R)^T$, so $E(\mathbf R)$ is symmetric.

The mirror $x\to-x$ exchanges $\mathbf R_1$ and $-\mathbf R_1$ and reverses the sign of $d_{xy}$ alone. The elements 01 and 12 of $E(\mathbf R_1)$ are therefore antisymmetric as well as symmetric, and vanish. Four hoppings remain: $t_0,t_{11},t_{22}$ on the diagonal and $t_2$ in position 02. With two on-site energies, $\epsilon_1$ for $d_{z^2}$ and $\epsilon_2$ for the other two orbitals, that makes six parameters.

At $K$ each pair $\pm\mathbf R$ contributes $2\cos(4\pi/3)E(\mathbf R)=-E(\mathbf R)$. The sum of $E(\mathbf R)$ over three bonds 120° apart is invariant under threefold rotation. Its 01 and 02 elements form an invariant two-component vector, which must be zero. Its symmetric 1-2 block must be a multiple of the unit matrix, with trace $3(t_{11}+t_{22})$. The levels are then

$$\epsilon_1-3t_0,\qquad \epsilon_2-\tfrac32(t_{11}+t_{22})\ \text{(twice)}.$$

Take $\epsilon_1=1.0$, $\epsilon_2=2.1$, $t_0=-0.2$, $t_{11}=0.2$, $t_{22}=0.05$ eV. The levels are 1.600 eV and, twice, 1.725 eV. With one filled band, $d_{z^2}$ would be the *valence* level at $K$, only 0.125 eV below a degenerate pair.

## Where it fails

The first line uses the symmetry of the Mo lattice instead of that of the crystal. Inversion would move the S atoms to 210°, 330° and 90°, where there are none. The S pair shared by the Mo atoms at $\mathbf 0$ and $\mathbf R_1$ lies on the $+y$ side of the bond. The pair shared by $\mathbf 0$ and $-\mathbf R_1$ also lies on the $+y$ side, whereas inversion would put it at $-y$.

Direct two-centre $d$-$d$ hopping does not notice this: it is symmetric under inversion about the bond midpoint, so its 01 and 12 elements vanish. Hopping through sulphur does notice. As a test, with $a=3.2$ Å and the bare $d$ level set to zero, S $p$ orbitals at heights $\pm1.6$ Å were eliminated at a fixed energy 4 eV above the $p$ level, with $pd\sigma=-2$ eV and $pd\pi=1$ eV. Direct hopping had $dd\sigma,dd\pi,dd\delta=-0.6,\,0.3,\,0.05$ eV. The "forbidden" elements came out as 0.40 eV (01) and 0.21 eV (12), clearly not zero.

## Correct solution

**On-site energies.** The horizontal mirror separates our three even orbitals from the odd $d_{xz},d_{yz}$. Threefold rotation forbids on-site coupling of orbital 0 to the pair (1,2) and makes the real symmetric block of the pair a multiple of the unit matrix. This leaves $\mathrm{diag}(\epsilon_1,\epsilon_2,\epsilon_2)$.

**Hopping.** Let a symmetry $g$ act as $g\phi_j=\sum_i\phi_iD_{ij}$. Since $H$ commutes with $g$,

$$E(\mathbf R)=D^TE(g\mathbf R)D\quad\Rightarrow\quad E(g\mathbf R)=D\,E(\mathbf R)\,D^T .$$

For the mirror, $D=\mathrm{diag}(1,-1,1)$ and $g\mathbf R_1=-\mathbf R_1$, so $E^T=DED$ for $E=E(\mathbf R_1)$. Thus $E_{10}=-E_{01}$, $E_{21}=-E_{12}$ and $E_{20}=E_{02}$:

$$E(\mathbf R_1)=\begin{pmatrix}t_0&t_1&t_2\\-t_1&t_{11}&t_{12}\\t_2&-t_{12}&t_{22}\end{pmatrix}.$$

Only four operations of $D_{3h}$ map $\mathbf R_1$ to $\pm\mathbf R_1$: the identity, the horizontal mirror, the vertical mirror just used, and the product of the two mirrors. The horizontal mirror acts trivially on even orbitals, so no further constraint arises. There are thus six hoppings. The eight parameters are **two on-site energies and six hoppings**. Solving the linear constraints on all six bonds confirms (2, 6). Without the vertical mirrors the count is (2, 9); with inversion added it is (2, 4), the tempting answer.

**The other bonds.** A rotation by $\theta$ replaces $\varphi$ by $\varphi-\theta$. Expanding $\sin2(\varphi-\theta)$ and $\cos2(\varphi-\theta)$ at $\theta=120°$ gives, on (1,2),

$$D=\begin{pmatrix}-\tfrac12&-\tfrac{\sqrt3}2\\ \tfrac{\sqrt3}2&-\tfrac12\end{pmatrix}.$$

The bonds at 0°, 120° and 240° carry $E$, $DED^T$ and $D^TED$; the opposite bonds carry the transposes. With $\alpha=k_xa/2$ and $\beta=\sqrt3k_ya/2$, their phases are $\theta_n=2\alpha,\ \beta-\alpha,\ -\alpha-\beta$.

*Element 00.* Each bond pair gives $2t_0\cos\theta_n$, so

$$H_{00}=\epsilon_1+2t_0(\cos2\alpha+2\cos\alpha\cos\beta).$$

*Elements 01 and 02.* The row $(t_1,t_2)$ and the column $(-t_1,t_2)$ rotate as vectors. For element 01 the three bond pairs give

$$2it_1\sin2\alpha,\quad it_1\sin(\alpha-\beta)-\sqrt3t_2\cos(\alpha-\beta),\quad it_1\sin(\alpha+\beta)+\sqrt3t_2\cos(\alpha+\beta).$$

For element 02 they give

$$2t_2\cos2\alpha,\quad i\sqrt3t_1\sin(\beta-\alpha)-t_2\cos(\beta-\alpha),\quad i\sqrt3t_1\sin(\alpha+\beta)-t_2\cos(\alpha+\beta).$$

Adding them,

$$H_{01}=-2\sqrt3\,t_2\sin\alpha\sin\beta+2it_1(\sin2\alpha+\sin\alpha\cos\beta),$$
$$H_{02}=2t_2(\cos2\alpha-\cos\alpha\cos\beta)+2\sqrt3\,it_1\cos\alpha\sin\beta .$$

*The 1-2 block.* Write it for $\mathbf R_1$ as

$$\tfrac12(t_{11}+t_{22})I+\tfrac12(t_{11}-t_{22})\sigma_z+t_{12}J,\qquad J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

$I$ and $J$ are unchanged by rotation, while $\sigma_z$ becomes $-\tfrac12\sigma_z\mp\tfrac{\sqrt3}2\sigma_x$ on the second and third bonds. Adding the transposed bonds multiplies symmetric parts by $2\cos\theta_n$ and $J$ by $2i\sin\theta_n$. Hence

$$H_{11}=\epsilon_2+2t_{11}\cos2\alpha+(t_{11}+3t_{22})\cos\alpha\cos\beta,$$
$$H_{22}=\epsilon_2+2t_{22}\cos2\alpha+(3t_{11}+t_{22})\cos\alpha\cos\beta,$$
$$H_{12}=\sqrt3(t_{22}-t_{11})\sin\alpha\sin\beta+4it_{12}\sin\alpha(\cos\alpha-\cos\beta).$$

**Levels at $K$.** Here $\alpha=2\pi/3$ and $\beta=0$, so $\cos\alpha=\cos2\alpha=-\tfrac12$ and $\sin\alpha=-\sin2\alpha=\tfrac{\sqrt3}2$. Both brackets that survive in $H_{01}$ and $H_{02}$ vanish. The remaining elements are

$$H_{00}=\epsilon_1+2t_0\left(-\tfrac12-1\right)=\epsilon_1-3t_0,$$
$$H_{11}=\epsilon_2-t_{11}-\tfrac12(t_{11}+3t_{22})=\epsilon_2-\tfrac32(t_{11}+t_{22})=H_{22},$$
$$H_{12}=4it_{12}\,\tfrac{\sqrt3}2\left(-\tfrac32\right)=-3\sqrt3\,i\,t_{12}.$$

The eigenvalues are therefore

$$E_0=\epsilon_1-3t_0,\qquad E_\pm=\epsilon_2-\tfrac32(t_{11}+t_{22})\pm3\sqrt3\,|t_{12}| .$$

The couplings $t_1$ and $t_2$ drop out because the three phases $\theta_n$ are equal modulo $2\pi$, which leaves $H(K)$ threefold symmetric. For $t_{12}>0$ the lower state of the pair is $(d_{x^2-y^2}+i\,d_{xy})/\sqrt2\propto e^{2i\varphi}$. At $-K$, $\sin\alpha$ and hence $H_{12}$ change sign, and the lower state is the complex conjugate.

The sulphur model gives an independent test. With every bond built from geometry, its levels at $K$ are 0.33, 1.70 and 2.56 eV. The closed forms, fed with its on-site block and one bond, reproduce them to rounding error.

**When $d_{z^2}$ is the conduction level.** With one filled band, $E_0$ must be the middle level:

$$\left|\epsilon_1-3t_0-\epsilon_2+\tfrac32(t_{11}+t_{22})\right|<3\sqrt3\,|t_{12}| .$$

The gap at $K$ is then

$$E_g=\epsilon_1-3t_0-\epsilon_2+\tfrac32(t_{11}+t_{22})+3\sqrt3\,|t_{12}| .$$

To be the conduction *edge*, $E_0$ must also be the minimum of the second band over the whole zone, which the levels at $K$ cannot decide.

## Numbers

Add $t_1=0.4$, $t_2=0.5$, $t_{12}=0.35$ eV and $a=3.2$ Å to the values above. Then

- $E_0=1.0+0.6=1.600$ eV (0.0588 hartree);
- the centre of the pair is $2.1-1.5\times0.25=1.725$ eV, and its half splitting is $3\sqrt3\times0.35=1.819$ eV;
- $E_-=-0.094$ eV and $E_+=3.544$ eV, so $E_g=1.694$ eV (0.0622 hartree).

The offset 0.125 eV is far below 1.819 eV, so $d_{z^2}$ is the middle level. A $60\times60$ scan of the zone finds the conduction minimum at 1.600 eV and the valence maximum at $-0.094$ eV, the values at $K$. At $\Gamma$ the valence level is $\epsilon_1+6t_0=-0.200$ eV, about 0.11 eV lower. For these parameters the answer to (c) is yes. The 0.11 eV margin on the valence side is not robust: a nearby set ($\epsilon_1=1.046$, $\epsilon_2=2.104$, $t_0=-0.184$, $t_1=0.401$, $t_2=0.507$, $t_{11}=0.218$, $t_{12}=0.338$, $t_{22}=0.057$ eV) puts the valence level at $-0.058$ eV at $\Gamma$ and $-0.065$ eV at $K$, so that without spin-orbit coupling the valence maximum is at $\Gamma$, while the conduction minimum remains at $K$.

With the other parameters held fixed, the order at $K$ changes when $|t_{12}|$ falls below $0.125/(3\sqrt3)\approx0.024$ eV. At $t_{12}=0.01$ eV the levels are 1.600, 1.673 and 1.777 eV, and $d_{z^2}$ is the valence level there. The levels at $K$ in the tempting solution are the limit $t_{12}\to0$ of the correct ones.

## What the model leaves out

*Spin-orbit coupling.* Within the even orbitals it reduces to $\tfrac12\lambda L_z s$, $s=\pm1$, because $L_x$ and $L_y$ lead to the odd ones. The valence state has $L_z=2$ at $K$ and shifts by $\pm\lambda$. A rough $\lambda=0.075$ eV splits it by 0.15 eV and lowers the gap to 1.62 eV. The conduction level has $L_z=0$ and stays put at this order.

*Longer hops.* The six second neighbours have $e^{iK\cdot\mathbf R}=1$, so a $d_{z^2}$ hop $u$ between them shifts $E_0$ by $6u$. For $u=0.02$ eV, a tenth of $|t_0|$, this is 0.12 eV. The $d_{z^2}$ level at $\Gamma$ rises by the same amount, to $-0.080$ eV, which is just above the valence level at $K$. Without spin-orbit coupling the valence maximum then moves to $\Gamma$ and the gap becomes indirect; with the spin-orbit term above it is at $K$ again. The conduction minimum stays at $K$ in both cases.

*Temperature.* At 300 K, $k_BT=0.026$ eV, about 1/65 of the gap. Band curvature at $K$ gives masses of 0.47 (electron) and 0.71 (hole) free-electron masses. At a hole kinetic energy of $k_BT$, the valence energies along $+x$ and $-x$ differ by about 0.001 eV.

*Electron-hole attraction.* For a sheet in vacuum take $V(q)=-2\pi/[q(1+r_0q)]$ in atomic units, with a rough screening length $r_0=40$ Å. The trial function $e^{-r/b}$ has a density with Fourier transform $(1+q^2b^2/4)^{-3/2}$, so for bands taken as parabolic, with reduced mass $\mu$,

$$E(b)=\frac1{2\mu b^2}-\int_0^\infty\frac{dq}{(1+r_0q)(1+q^2b^2/4)^{3/2}} .$$

With $\mu=0.283$ the minimum lies at $b=9.5$ Å and gives a binding of 0.58 eV. A radial-grid solution gives 0.59 eV, about 35% of the gap, and this is the largest of the effects sized here. The second digit depends on the parabolic assumption, since $b$ is only about three lattice constants: the model's own bands raise the binding to about 0.63 eV, and including the overlaps of the Bloch states brings it to about 0.57 eV.

**Beside the real material.** The parameters are round values in the rough regime of fits to semilocal density-functional bands of monolayer MoS2, whose gap is roughly 1.7 eV. The real monolayer starts to absorb light at roughly 1.9 eV. The closeness of the two figures does not validate the model: electron-electron corrections, which are not computed here, raise the single-particle gap, and pair binding lowers the optical threshold below it. Absorbed light creates an electron and a hole that attract each other, so they are not independent carriers. By the estimate above this lowers the threshold by about 0.6 eV for a sheet in vacuum; a surrounding dielectric weakens the binding, by an amount not computed here. The zone scan does not carry over to the crystal either: the model's second conduction minimum on the line $\Gamma$–$K$ lies 1.1 eV above $K$, whereas in density-functional bands the competing valley on that line is only a few tenths of an eV above $K$. The model cannot say whether the level at 3.54 eV is the next one above the conduction level in the crystal, since the odd $d$ bands are absent. The numerical output follows.

## Numbers as computed

```
lattice constant a = 3.20 angstrom
eps1 = 1.000 eV
eps2 = 2.100 eV
t0 = -0.200 eV
t1 = 0.400 eV
t2 = 0.500 eV
t11 = 0.200 eV
t12 = 0.350 eV
t22 = 0.050 eV
free parameters (on-site, hopping), D3h: (2, 6)
same without vertical mirrors: (2, 9)
same with inversion added: (2, 4)
S-p model: t1 = 0.4025 eV, t12 = 0.2142 eV
S-p model, even-odd hop, one S layer: 0.2927 eV
S-p model K levels: [0.33   1.6963 2.5565] eV
S-p model, closed-form error: 1.8e-15 eV
K valence level = -0.0937 eV
K conduction level eps1-3t0 = 1.6000 eV = 0.05880 hartree
K upper level = 3.5437 eV
centre of E' pair at K = 1.7250 eV
half splitting 3 sqrt(3) t12 = 1.8187 eV
offset of A1' level from centre = 0.1250 eV
gap at K = 1.6937 eV = 0.06224 hartree
weight of chiral state in K valence level = 1.000000
Gamma levels: [-0.2   2.85  2.85] eV
M levels: [-0.5264  2.15    3.4764] eV
zone scan, 60 x 60: valence maximum = -0.0937 eV
zone scan: conduction minimum = 1.6000 eV
K levels if t12 = 0.01 eV: [1.6   1.673 1.777] eV
electron mass at K = 0.472 m0
hole mass at K = 0.706 m0
reduced mass = 0.283 m0
thermal energy at 300 K = 0.0259 eV
hole wave number at that energy = 0.0692 1/angstrom
valence warping there, +x against -x = 0.0011 eV
spin-orbit constant (rough input) = 0.075 eV
valence spin splitting at K = 0.1500 eV
gap at K with spin-orbit term = 1.6187 eV
second-shell d_z2 hop (rough input) = 0.020 eV
shift of conduction level by it = 0.1200 eV
screening length (rough input) = 40 angstrom
pair binding, trial function = 0.576 eV
trial radius = 9.46 angstrom
pair binding, radial grid = 0.589 eV
```
